# Doublet splitting of three exchange-coupled dangling-bond spins: verification in Python

```python
"""
Result under test: three spins 1/2 on an isosceles triangle,
    H = J (S1.S3 + S2.S3) + J' S1.S2   (spin operators in units of hbar),
have two total-spin-1/2 doublets separated by |J - J'|.
Spins 1 and 2 are the base, spin 3 the apex; J = leg, J' = base coupling.
Doublet A: base spin 0.  Doublet B: base spin 1.  Q: quartet, spin 3/2.
For legs J + delta/2 and J - delta/2 the doublet gap is
    sqrt((J - J')**2 + 3 delta**2 / 4).
The spin energies are in meV; the Hubbard model works in eV.
"""
import numpy as np
from scipy import constants as const

# ---------- spin operators, built from Pauli matrices ----------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]


def on_site(op, site):
    factors = [np.eye(2)] * 3
    factors[site] = op
    return np.kron(np.kron(factors[0], factors[1]), factors[2])


spin = [[on_site(p / 2, site) for p in pauli] for site in range(3)]


def dot(i, j):
    return sum(spin[i][a] @ spin[j][a] for a in range(3))


total = [sum(spin[i][a] for i in range(3)) for a in range(3)]
total_squared = sum(m @ m for m in total)
base_squared = sum((spin[0][a] + spin[1][a]) @ (spin[0][a] + spin[1][a])
                   for a in range(3))


def exchange(j13, j23, j12):
    return j13 * dot(0, 2) + j23 * dot(1, 2) + j12 * dot(0, 1)


def doublet_gap(ham):
    """Gap of the spin-1/2 doublets; the quartet is pushed far up."""
    levels = np.linalg.eigvalsh(ham + 50 * (total_squared
                                            - 0.75 * np.eye(8)))
    return levels[2] - levels[0]


def low_gap(ham):
    """Gap of the two lowest Kramers pairs, with no shift of the quartet."""
    levels = np.linalg.eigvalsh(ham)
    return levels[2] - levels[0]


def formula_levels(leg, base):
    return -0.75 * base, base / 4 - leg, base / 4 + leg / 2


# ---------- tests of the spectrum, the states and the gap ----------
up, down = np.array([1, 0]), np.array([0, 1])


def product(a, b, c):
    return np.kron(np.kron(a, b), c)


state_a = (product(up, down, up) - product(down, up, up)) / np.sqrt(2)
state_b = (np.sqrt(2 / 3) * product(up, up, down)
           - (product(up, down, up) + product(down, up, up)) / np.sqrt(6))

rng = np.random.default_rng(7)
for _ in range(40):
    leg, base, delta = rng.uniform(-2, 2, 3)
    ham = exchange(leg, leg, base)
    e_a, e_b, e_q = formula_levels(leg, base)
    expected = np.sort([e_a] * 2 + [e_b] * 2 + [e_q] * 4)
    assert np.allclose(np.linalg.eigvalsh(ham), expected, atol=1e-10)
    assert abs(doublet_gap(ham) - abs(leg - base)) < 1e-10
    assert np.allclose(ham @ state_a, e_a * state_a, atol=1e-12)
    assert np.allclose(ham @ state_b, e_b * state_b, atol=1e-12)
    assert np.allclose(ham @ base_squared, base_squared @ ham, atol=1e-12)
    uneven = exchange(leg + delta / 2, leg - delta / 2, base)
    assert abs(doublet_gap(uneven)
               - np.sqrt((leg - base)**2 + 0.75 * delta**2)) < 1e-10
    coupling = abs(np.vdot(state_b, uneven @ state_a))
    assert abs(coupling - np.sqrt(3) * abs(delta) / 4) < 1e-12
assert doublet_gap(exchange(1, 1, 1)) < 1e-10
uneven = exchange(1.1, 0.9, 0.6)
assert np.abs(uneven @ base_squared - base_squared @ uneven).max() > 0.01
corr_a = np.vdot(state_a, dot(0, 1) @ state_a).real
corr_b = np.vdot(state_b, dot(0, 1) @ state_b).real
assert abs(corr_a + 0.75) < 1e-12 and abs(corr_b - 0.25) < 1e-12

# ---------- worked example ----------
J_leg, J_base = 1.0, 0.6            # meV, round model values
meV = 1e-3 * const.e                # joule
kB = const.k / meV                  # meV per kelvin
g_factor = 2.0
muB = const.physical_constants["Bohr magneton"][0] / meV  # meV per tesla

H0 = exchange(J_leg, J_leg, J_base)
levels = np.linalg.eigvalsh(H0)
gap = low_gap(H0)
E_A, E_B, E_Q = formula_levels(J_leg, J_base)
assert max(E_A, E_B) < E_Q
B_cross = abs(J_leg - J_base) / (g_factor * muB)
in_field = np.linalg.eigvalsh(H0 + g_factor * muB * B_cross * total[2])
assert abs(in_field[2] - in_field[1]) < 1e-10


def populations(temperature):
    weights = np.exp(-(levels - levels[0]) / (kB * temperature))
    weights /= weights.sum()
    return weights[:2].sum(), weights[2:4].sum(), weights[4:].sum()


# ---------- three-site Hubbard model: charge fluctuations ----------
lower = np.array([[0, 1], [0, 0]], float)
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    result = np.eye(1)
    for m in range(6):
        factor = parity if m < mode else (lower if m == mode else np.eye(2))
        result = np.kron(result, factor)
    return result


ann = [annihilator(m) for m in range(6)]       # mode = site + 3 * spin
num = [a.T @ a for a in ann]
n_up = np.diag(num[0] + num[1] + num[2])
n_down = np.diag(num[3] + num[4] + num[5])
sector = np.where((np.round(n_up) == 2) & (np.round(n_down) == 1))[0]
assert len(sector) == 9


def hubbard_gap(t_leg, t_base, charging, offset=0.0):
    ham = np.zeros((64, 64))
    for i, j, t in ((0, 2, t_leg), (1, 2, t_leg), (0, 1, t_base)):
        for s in (0, 3):
            hop = ann[i + s].T @ ann[j + s]
            ham -= t * (hop + hop.T)
    for i in range(3):
        ham += charging * num[i] @ num[i + 3]
    ham += offset * (num[0] + num[3])
    energy = np.linalg.eigvalsh(ham[np.ix_(sector, sector)])
    return energy[1] - energy[0]


U = 0.5                              # eV, rough charging energy
t_leg = np.sqrt(J_leg * 1e-3 * U / 4)
t_base = np.sqrt(J_base * 1e-3 * U / 4)
gap_hubbard = 1e3 * hubbard_gap(t_leg, t_base, U)
error_full = gap_hubbard / gap - 1
error_half = 1e3 * hubbard_gap(t_leg / 2, t_base / 2, U) / (gap / 4) - 1
assert abs(error_full) < 0.02
assert 3.5 < error_full / error_half < 4.5      # error quadratic in hopping
site_offset = 0.1                    # eV, on one base site
gap_offset = 1e3 * hubbard_gap(t_leg, t_base, U, site_offset)

# ---------- unequal legs and magnetic anisotropy ----------
delta = 0.2                          # meV, difference of the two legs
gap_uneven = low_gap(exchange(J_leg + delta / 2, J_leg - delta / 2, J_base))

r_leg, r_base = 1.0, 1.1             # nm
sites = np.array([[-r_base / 2, 0, 0], [r_base / 2, 0, 0],
                  [0, np.sqrt(r_leg**2 - r_base**2 / 4), 0]])
dipole_1nm = (const.mu_0 / (4 * np.pi) * (g_factor * muB * meV)**2
              / 1e-27 / meV)         # meV at 1 nm
H_dip = np.zeros((8, 8), complex)
for i, j in ((0, 1), (0, 2), (1, 2)):
    vector = sites[j] - sites[i]
    r = np.linalg.norm(vector)
    n = vector / r
    along_i = sum(n[a] * spin[i][a] for a in range(3))
    along_j = sum(n[a] * spin[j][a] for a in range(3))
    H_dip += dipole_1nm / r**3 * (dot(i, j) - 3 * along_i @ along_j)
shift_dip = low_gap(H0 + H_dip) - gap

g_spread = 0.007                     # rough g anisotropy of a Pb centre
D_so = g_spread / g_factor * J_leg   # meV, order-of-magnitude estimate
H_so = sum(D_so * (spin[i][0] @ spin[j][1] - spin[i][1] @ spin[j][0])
           for i, j in ((0, 1), (1, 2), (2, 0)))
shift_so = low_gap(H0 + H_so) - gap
hyperfine_field = 0.015              # T, rough silicon-29 value
A_hf = g_factor * muB * hyperfine_field

# ---------- charging of a bond and rarity of close clusters ----------
boltz = np.exp(-(U / 2) / (kB * 1e-3 * 300))
charged = 2 * boltz / (2 + 2 * boltz)  # Fermi level midway between levels
density = 1e12                       # per cm2, rough
spacing = 1e7 / np.sqrt(density)     # nm
mean_near = density * 1e-14 * np.pi * r_base**2
two_near = 1 - np.exp(-mean_near) * (1 + mean_near)

# ---------- report ----------
print(f"leg coupling J                     {J_leg:.3f} meV")
print(f"base coupling J'                   {J_base:.3f} meV")
print(f"doublet A (base singlet) energy    {E_A:.3f} meV")
print(f"doublet B (base triplet) energy    {E_B:.3f} meV")
print(f"quartet Q energy                   {E_Q:.3f} meV")
print("diagonalized levels (meV)         ",
      " ".join(f"{x:.3f}" for x in levels))
print(f"doublet splitting, diagonalized    {gap:.4f} meV")
print(f"splitting / h                      {gap*meV/const.h/1e9:.2f} GHz")
print(f"splitting / kB                     {gap/kB:.3f} K")
print(f"quartet above doublet A            {E_Q-E_A:.3f} meV")
print(f"quartet above doublet B            {E_Q-E_B:.3f} meV")
print(f"<S1.S2> in A and in B              {corr_a:.3f} {corr_b:.3f}")
print(f"g factor used                      {g_factor:.1f}")
print(f"field where doublet members cross  {B_cross:.3f} T")
for temp in (4.2, 300.0):
    p_b, p_a, p_q = populations(temp)
    print(f"kB T at {temp:5.1f} K                   {kB*temp:.3f} meV")
    print(f"  populations of B, A, Q           {p_b:.4f} {p_a:.4f} {p_q:.4f}")
print(f"leg difference delta               {delta:.3f} meV")
print(f"  gap with unequal legs            {gap_uneven:.4f} meV")
print(f"  relative change of gap           {100*(gap_uneven/gap-1):.2f} %")
print(f"charging energy U                  {U:.2f} eV")
print(f"hopping on legs, on base           {1e3*t_leg:.2f} "
      f"{1e3*t_base:.2f} meV")
print(f"  Hubbard gap                      {gap_hubbard:.5f} meV")
print(f"  relative change of gap           {100*error_full:.3f} %")
print(f"  same with hoppings halved        {100*error_half:.3f} %")
print(f"energy offset of one base site     {site_offset:.2f} eV")
print(f"  Hubbard gap with offset          {gap_offset:.4f} meV")
print(f"  relative change of gap           {100*(gap_offset/gap-1):.2f} %")
print(f"leg and base lengths               {r_leg:.1f} {r_base:.1f} nm")
print(f"dipole energy scale at 1 nm        {1e3*dipole_1nm:.3f} ueV")
print(f"  gap change from dipole coupling  {1e3*shift_dip:.2e} ueV")
print(f"g anisotropy (rough)               {g_spread:.3f}")
print(f"antisymmetric exchange estimate    {1e3*D_so:.2f} ueV")
print(f"  gap change from it               {1e3*shift_so:.4f} ueV")
print(f"silicon-29 hyperfine field (rough) {1e3*hyperfine_field:.0f} mT")
print(f"  hyperfine energy scale           {1e3*A_hf:.2f} ueV")
print(f"charged fraction of a bond, 300 K  {charged:.2e}")
print(f"defect density (rough)             {density:.0e} cm^-2")
print(f"  typical spacing                  {spacing:.1f} nm")
print(f"  mean neighbours within {r_base:.1f} nm    {mean_near:.4f}")
print(f"  chance of two or more            {two_near:.2e}")
print("verified")
```

Running it gives:

```
leg coupling J                     1.000 meV
base coupling J'                   0.600 meV
doublet A (base singlet) energy    -0.450 meV
doublet B (base triplet) energy    -0.850 meV
quartet Q energy                   0.650 meV
diagonalized levels (meV)          -0.850 -0.850 -0.450 -0.450 0.650 0.650 0.650 0.650
doublet splitting, diagonalized    0.4000 meV
splitting / h                      96.72 GHz
splitting / kB                     4.642 K
quartet above doublet A            1.100 meV
quartet above doublet B            1.500 meV
<S1.S2> in A and in B              -0.750 0.250
g factor used                      2.0
field where doublet members cross  3.455 T
kB T at   4.2 K                   0.362 meV
  populations of B, A, Q           0.7338 0.2430 0.0233
kB T at 300.0 K                   25.852 meV
  populations of B, A, Q           0.2583 0.2543 0.4874
leg difference delta               0.200 meV
  gap with unequal legs            0.4359 meV
  relative change of gap           8.97 %
charging energy U                  0.50 eV
hopping on legs, on base           11.18 8.66 meV
  Hubbard gap                      0.39853 meV
  relative change of gap           -0.369 %
  same with hoppings halved        -0.092 %
energy offset of one base site     0.10 eV
  Hubbard gap with offset          0.3872 meV
  relative change of gap           -3.19 %
leg and base lengths               1.0 1.1 nm
dipole energy scale at 1 nm        0.215 ueV
  gap change from dipole coupling  -2.44e-05 ueV
g anisotropy (rough)               0.007
antisymmetric exchange estimate    3.50 ueV
  gap change from it               0.0459 ueV
silicon-29 hyperfine field (rough) 15 mT
  hyperfine energy scale           1.74 ueV
charged fraction of a bond, 300 K  6.31e-05
defect density (rough)             1e+12 cm^-2
  typical spacing                  10.0 nm
  mean neighbours within 1.1 nm    0.0380
  chance of two or more            7.04e-04
verified
```
